# Temperature Dependence of an Optical Phonon Linewidth from Symmetric Two-Phonon Decay

## Problem

A crystal has a zone-centre optical phonon of wavenumber 520 cm\(^{-1}\). Cubic anharmonicity lets it decay into two acoustic phonons of the same branch, and this is taken to be its only source of broadening. By what factor does its linewidth at 300 K exceed its linewidth at zero temperature?

The linewidth \(\Gamma\) is the full width at half maximum of the phonon response, in cm\(^{-1}\). The coupling is weak and is treated to lowest order. The acoustic phonons are in thermal equilibrium. The phonon frequencies and the coupling constants are held fixed as the temperature changes.

## A tempting solution

The optical phonon has wavevector zero, so the two products have wavevectors \(\mathbf q\) and \(-\mathbf q\). On one branch \(\omega(\mathbf q)=\omega(-\mathbf q)\), so each product carries half the energy, which is 260 cm\(^{-1}\). Creating a phonon in a mode that already holds \(n\) phonons multiplies the rate by \(n+1\). Two phonons are created, so the decay rate is proportional to \((n+1)^2\), and at zero temperature this factor is 1.

At 300 K, \(kT/hc=208.51\) cm\(^{-1}\), so

\[
x=\frac{260}{208.51}=1.2469,\qquad n=\frac{1}{e^{x}-1}=\frac{1}{3.4797-1}=0.4033 .
\]

The linewidth would then grow by the factor \((1.4033)^2=1.97\).

## Where it fails

The kinematics, the occupation and the factor \((n+1)^2\) are all correct. The fault is the step from decay rate to linewidth. The factor \((n+1)^2\) counts decay events. The linewidth measures how fast a disturbance of the optical mode relaxes, and for a mode with equally spaced levels, as here, that is a net rate. (For a two-level system the two rates would add instead, giving \((n+1)^2+n^2\).) At 300 K the acoustic modes are populated, and two acoustic phonons can recombine into an optical phonon. This reverse process is absent at zero temperature, so the error does not show there.

The high-temperature behaviour also reveals the fault. When \(kT\) is large compared with the phonon energy, \(n\) is proportional to \(T\), and \((n+1)^2\) grows as \(T^2\). As shown below, the net rate from cubic coupling grows as \(T\).

## The right solution

**The coupling.** Let \(a\) remove an optical phonon of angular frequency \(\omega_0\), and let \(b_{\mathbf q}\) remove an acoustic phonon of frequency \(\omega_q\). The cubic energy contains the product of three displacements, proportional to

\[
(a+a^\dagger)(b_{\mathbf q}+b^\dagger_{-\mathbf q})(b_{-\mathbf q}+b^\dagger_{\mathbf q}).
\]

In the absence of coupling, \(a^\dagger b_{\mathbf q}b_{-\mathbf q}\) oscillates at \(\omega_0-2\omega_q\), which can vanish. The same holds for its adjoint. Terms such as \(a^\dagger b_{\mathbf q}b^\dagger_{\mathbf q}\) oscillate at \(\omega_0\), and \(a\,b_{\mathbf q}b_{-\mathbf q}\) oscillates at \(\omega_0+2\omega_q\). These cannot conserve energy, so they do not contribute to the width at lowest order and are dropped. What remains is

\[
H_3=\hbar\sum_{\mathbf q}g_q\left(a^\dagger B_q+a\,B_q^\dagger\right),\qquad B_q=b_{\mathbf q}b_{-\mathbf q},
\]

where each pair is counted once and \(g_q\) is made real by a choice of phase.

**The population.** Let the optical mode hold \(n_0\) phonons. The squared matrix elements follow from \(b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\) and \(b|n\rangle=\sqrt n\,|n-1\rangle\):

- decay: \(\hbar^2g_q^2\,n_0(n_{\mathbf q}+1)(n_{-\mathbf q}+1)\)
- recombination: \(\hbar^2g_q^2\,(n_0+1)\,n_{\mathbf q}n_{-\mathbf q}\)

The golden rule multiplies each by \((2\pi/\hbar)\,\delta(\hbar\omega_0-2\hbar\omega_q)\), which equals \((2\pi/\hbar^2)\,\delta(\omega_0-2\omega_q)\). The factors of \(\hbar\) cancel. The modes \(\mathbf q\) and \(-\mathbf q\) are distinct and independent, so the thermal average of a product of their occupations is the product of the averages. Both averages equal \(n=n(\omega_0/2)\). With

\[
S=\sum_{\mathbf q}g_q^2\,\delta(\omega_0-2\omega_q),
\]

the mean number of optical phonons obeys

\[
\frac{dn_0}{dt}=-2\pi S\left[n_0(n+1)^2-(n_0+1)n^2\right].
\]

Expanding the bracket gives

\[
n_0(n^2+2n+1)-n_0n^2-n^2=n_0(1+2n)-n^2 .
\]

The terms \(n_0n^2\) cancel. This is the cancellation that the tempting solution misses.

The remaining \(n^2\) fixes the equilibrium value. For Planck occupations \(n/(n+1)=e^{-\hbar\omega_0/2kT}\). Let \(N=n(\omega_0)\) be the Planck occupation of the optical mode. Squaring the ratio gives

\[
\frac{n^2}{(n+1)^2}=e^{-\hbar\omega_0/kT}=\frac{N}{N+1}.
\]

Cross-multiplication gives \(n^2(N+1)=N(n+1)^2\), and subtracting \(Nn^2\) from both sides leaves \(n^2=N(1+2n)\). Therefore

\[
\frac{dn_0}{dt}=-\gamma\,(n_0-N),\qquad \gamma=2\pi S\,(1+2n).
\]

The population relaxes to its thermal value at the rate \(\gamma\).

**From relaxation to linewidth.** The width is a property of the amplitude \(\langle a\rangle\), so its decay has to be found separately. The Heisenberg equations are

\[
i\dot a=\omega_0a+\sum_{\mathbf q}g_qB_q,\qquad
i\dot B_q=2\omega_qB_q+g_q\,a\,[B_q,B_q^\dagger].
\]

With number operators \(\hat n_{\pm\mathbf q}\), the commutator is

\[
[B_q,B_q^\dagger]=(\hat n_{\mathbf q}+1)(\hat n_{-\mathbf q}+1)-\hat n_{\mathbf q}\hat n_{-\mathbf q}=1+\hat n_{\mathbf q}+\hat n_{-\mathbf q}.
\]

The difference between creation and recombination appears again. At lowest order the commutator is replaced by its thermal average \(1+2n_q\), with \(n_q=n(\omega_q)\). The bath starts in equilibrium, so \(\langle B_q\rangle=0\) at \(t=0\), and the second equation integrates to

\[
\langle B_q\rangle(t)=-ig_q(1+2n_q)\int_0^t e^{-2i\omega_qs}\,\langle a\rangle(t-s)\,ds .
\]

Insert this into the first equation and write \(\langle a\rangle=\alpha(t)e^{-i\omega_0t}\):

\[
\dot\alpha=-\sum_{\mathbf q}g_q^2(1+2n_q)\int_0^t e^{i(\omega_0-2\omega_q)s}\,\alpha(t-s)\,ds .
\]

The pair frequencies form a broad continuum, so the sum over \(\mathbf q\) fades quickly with \(s\). For weak coupling \(\alpha\) hardly changes in that time. It can be taken out of the integral as \(\alpha(t)\), and the upper limit can be moved to infinity. The real part of \(\int_0^\infty e^{i\Omega s}ds\) is \(\pi\delta(\Omega)\), and the imaginary part gives a frequency shift \(\Delta\). This is only part of the phonon's shift, because the dropped term \(a\,b_{\mathbf q}b_{-\mathbf q}\) and its adjoint also move the frequency at order \(g_q^2\). The terms of the type \(a^\dagger b_{\mathbf q}b^\dagger_{\mathbf q}\) only displace the mode and give no shift at this order. All dropped terms leave the width unchanged at this order. Hence

\[
\dot\alpha=-\left(\frac{\gamma}{2}+i\Delta\right)\alpha,\qquad \frac{\gamma}{2}=\pi S(1+2n),
\]

with the same \(\gamma\) as before. The response to a sudden disturbance decays as \(e^{-\gamma t/2}\), and its spectrum is

\[
\mathrm{Re}\int_0^\infty e^{i(\omega-\omega_0-\Delta)t-\gamma t/2}\,dt=\frac{\gamma/2}{(\omega-\omega_0-\Delta)^2+\gamma^2/4}.
\]

This Lorentzian falls to half its maximum at a distance \(\gamma/2\) on either side of the centre, so its full width is \(\gamma\). In wavenumbers \(\Gamma=\gamma/2\pi c\), and the population lifetime is \(\tau=1/\gamma=1/(2\pi c\Gamma)\).

**The ratio.** With frequencies and coupling fixed, \(S\) cancels:

\[
\frac{\Gamma(T)}{\Gamma(0)}=1+2n(\omega_0/2)=\frac{e^x+1}{e^x-1}=\coth\frac{\hbar\omega_0}{4kT},\qquad x=\frac{\hbar\omega_0}{2kT}.
\]

At 300 K this is \(1+2(0.4033)=1.807\). **The linewidth is about 1.8 times its zero-temperature value.** The tempting answer is larger by \(n^2=0.163\), the recombination term, or 9% of the correct ratio.

For a zero-temperature width of 1.00 cm\(^{-1}\), the width at 300 K is 1.81 cm\(^{-1}\), and the lifetime falls from 5.31 ps to 2.94 ps.

## Reading the result

Let \(y=\hbar\omega_0/4kT\), which is 0.6235 here. At low temperature \(y\) is large and the ratio tends to \(1+2e^{-2y}\), so the width is nearly constant until 260 cm\(^{-1}\) phonons are excited. At 100 K the ratio is still 1.05.

At high temperature \(y\) is small, and

\[
\coth y=\frac{\cosh y}{\sinh y}\approx\frac{1+y^2/2}{y(1+y^2/6)}\approx\frac1y+\frac y3 .
\]

The first term, \(4kT/\hbar\omega_0\), is the classical result, linear in \(T\). At 300 K it gives 1.60, which is 11% below the full ratio, so the classical limit is not yet reached. With the second term the estimate is 1.81.

The occupation must be that of the products. Using \(n(\omega_0)=0.0900\) instead would give a ratio of 1.18.

The thermal factor can be checked without the golden rule. One optical mode was coupled resonantly to a single thermal pair at 300 K, and the Schrödinger equation was solved numerically for a short time. The loss of population was divided by the initial excess \(n_0-N\). This quantity and the loss of response, each relative to its zero-temperature value, both gave a factor of 1.8065.

The step from coupling to width was tested separately. An optical phonon was coupled to pair levels spaced 0.1 cm\(^{-1}\) apart over 80 cm\(^{-1}\) on each side, with the thermal factor supplied as an input. Diagonalization gave widths of 1.005 and 1.820 cm\(^{-1}\), within 1% of the formula. The small excess comes mostly from the finite band. At 300 K the width is about 1.83 for a band half as wide and 1.81 for one twice as wide.

## When the two products differ

If the products lie on different branches, their frequencies \(\omega_1\) and \(\omega_2\) can differ while adding up to \(\omega_0\). The same subtraction gives \((n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2\). Let \(x_i=\hbar\omega_i/kT\), \(X=x_1+x_2\) and \(d=x_1-x_2\). Since \(n_i+\tfrac12=\tfrac12\coth(x_i/2)\),

\[
1+n_1+n_2=\frac{\sinh(X/2)}{2\sinh(x_1/2)\sinh(x_2/2)}=\frac{\sinh(X/2)}{\cosh(X/2)-\cosh(d/2)} .
\]

The first equality adds the two hyperbolic cotangents over a common denominator. The second uses \(2\sinh u\sinh v=\cosh(u+v)-\cosh(u-v)\). At fixed \(X\) the denominator is largest when \(d=0\). The symmetric split therefore has the smallest thermal factor of all two-phonon splits. A split into 350 and 170 cm\(^{-1}\) gives 2.02 at 300 K, which is 12% more.

## Comparison with silicon

The numbers are in the regime of the Raman-active phonon of silicon, which lies near 520 cm\(^{-1}\) and has a low-temperature width of roughly 1 cm\(^{-1}\). That mode is at the top of the phonon spectrum, so it cannot absorb an acoustic phonon and turn into a single phonon of higher energy. This supports the neglect of that process. The symmetric split, however, does not describe silicon well. A wavenumber of 260 cm\(^{-1}\) lies above the transverse acoustic branches, so only two longitudinal acoustic phonons can share the energy equally. This channel supplies a small part of the width. Published calculations find that most decays give one longitudinal and one transverse acoustic phonon. A split near \(0.65\,\omega_0\) and \(0.35\,\omega_0\) (338 and 182 cm\(^{-1}\)) has the thermal factor 1.96, so the cubic ratio for silicon is expected to be nearer 2 than 1.8.

Other omissions can be sized with assumed inputs:

- **Quartic coupling.** Decay into three equal phonons has the factor \((n_3+1)^3-n_3^3=5.10\), with \(n_3=n(\omega_0/3)\). Scattering of the optical phonon with a 260 cm\(^{-1}\) phonon into two of 390 cm\(^{-1}\) has the factor 0.52 and vanishes at zero temperature. If quartic decay supplies 3% of the zero-temperature width and the scattering has an equal coefficient, the ratio is \(0.97(1.807)+0.03(5.10+0.52)=1.92\). The scattering factor depends strongly on the partner chosen. With a 150 cm\(^{-1}\) phonon, scattering into two of 335 cm\(^{-1}\), it is 1.36.
- **Softening.** The occupation at 300 K depends on the mode's frequency at 300 K. For silicon, 520 cm\(^{-1}\) is already the room-temperature value, so the occupation needs no correction. If 520 cm\(^{-1}\) were instead the low-temperature value and the mode softened by 4 cm\(^{-1}\) on warming, the occupation alone would give 1.82. Any change in the coupling or in the density of pairs is left out.
- **Constant extra width.** A temperature-independent Lorentzian width of 0.1 cm\(^{-1}\), from defects or the instrument, adds to both widths and gives \((1.807+0.1)/(1+0.1)=1.73\). A Gaussian width, as is common for instruments, does not add in this way, and 0.1 cm\(^{-1}\) of it lowers the ratio only to 1.79.

The value 1.8 therefore belongs to the symmetric cubic model. A measured ratio that is higher by ten percent or so does not by itself rule out two-phonon decay, since an unequal split can account for it. A lower ratio cannot come from the split, because the symmetric split has the smallest thermal factor. It needs another cause, such as a constant extra width. The full set of values is in the numerical output.

## Table of computed values

```
optical phonon wavenumber: 520 cm^-1
each acoustic phonon: 260 cm^-1
temperature: 300 K
hc/k: 1.43878 cm K
kT/(hc): 208.51 cm^-1
x = h c (nu0/2)/(kT): 1.2469
exp(x): 3.4797
occupation n(260 cm^-1): 0.4033
occupation n(520 cm^-1): 0.0900
RATIO Gamma(300 K)/Gamma(0): 1.8066
y = x/2: 0.6235
classical limit 1/y: 1.6039
hand estimate 1/y + y/3: 1.8117
wrong answer 1 + 2 n(520): 1.1800
wrong answer (1 + n(260))^2: 1.9692
temperature where ratio is 2: 340.5 K
ratio at 100 K: 1.0486
ratio at 200 K: 1.3642
ratio at 300 K: 1.8066
ratio at 400 K: 2.2922
ratio at 600 K: 3.3111
input FWHM at 0 K (rough): 1.00 cm^-1
FWHM at 300 K: 1.807 cm^-1
lifetime at 0 K: 5.31 ps
lifetime at 300 K: 2.94 ps
exact evolution 260+260 cm^-1, population factor: 1.8065
exact evolution 260+260 cm^-1, response factor: 1.8065
exact evolution 350+170 cm^-1, population factor: 2.0232
exact evolution 350+170 cm^-1, response factor: 2.0232
diagonalized FWHM, 0 K: 1.0050 cm^-1
diagonalized FWHM, 300 K: 1.8195 cm^-1
diagonalized width ratio: 1.8105
survival after one lifetime, 0 K: 0.3711
survival after one lifetime, 300 K: 0.3732
ratio for split 350+170 cm^-1: 2.0232
change from unequal split: 12.0 %
quartic decay factor, three equal phonons: 5.0996
quartic scattering factor, 520+260 to 390+390: 0.5170
assumed quartic share at 0 K: 3 %
ratio with quartic terms: 1.9209
assumed softening (rough): 4 cm^-1
ratio with softened occupation: 1.8175
assumed constant extra width: 0.1 cm^-1
ratio with constant extra width: 1.7332
```
